# Why a Two-Level Telegraph Record Cannot Fix Six Trap Rates: a program that tests the result

```python
"""
Result under test: a stationary two-level record of a three-state defect fixes
only four combinations of its six transition rates.
States 1 and 2 are neutral and share one current level; state 3 is charged.
rates = (k12, k21, k13, k31, k23, k32) in 1/s, kij = rate of the jump i -> j.
kappa = k31 + k32             exit rate of the charged level
T, D                          sum and product of the two neutral decay rates
m                             neutral dwell density at zero time
slow, fast                    the two neutral decay rates
A set of rates with the same (kappa, T, D, m) is labelled by x = k13, y = k23.
affinity = ln(k12 k23 k31 / (k21 k32 k13)), zero under detailed balance.
"""
import random
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.linalg import expm, null_space
from scipy.optimize import brentq

GAPS = [0.004, 0.011, 0.030, 0.030, 0.011, 0.004]  # s, between seven readings
MASKS = np.array([[1.0, 1.0, 0.0], [0.0, 0.0, 1.0]])


def generator(rates):
    k12, k21, k13, k31, k23, k32 = rates
    return np.array([[-k12 - k13, k12, k13],
                     [k21, -k21 - k23, k23],
                     [k31, k32, -k31 - k32]])


def stationary(Q):
    system = Q.T.copy()
    system[-1] = 1.0
    return np.linalg.solve(system, np.array([0.0, 0.0, 1.0]))


def descriptors(rates):
    """kappa, T, D, m, slow, fast from the generator matrix itself."""
    Q = generator(rates)
    slow, fast = np.sort(np.linalg.eigvals(-Q[:2, :2]).real)
    entry_flux = stationary(Q)[2] * Q[2, :2]
    m = entry_flux @ Q[:2, 2] / entry_flux.sum()
    return -Q[2, 2], slow + fast, slow * fast, m, slow, fast


def member(kappa, T, D, m, x, y):
    """Rates with k13 = x and k23 = y that share the four numbers."""
    return np.array([(x * (T - x) - D) / (x - y),
                     (D - y * (T - y)) / (x - y),
                     x, kappa * (m - y) / (x - y),
                     y, kappa * (x - m) / (x - y)])


def affinity(rates):
    k12, k21, k13, k31, k23, k32 = rates
    return np.log(k12 * k23 * k31 / (k21 * k32 * k13))


def record_probabilities(rates):
    """Probabilities of all 2^7 level sequences at seven reading times."""
    Q = generator(rates)
    branches = [stationary(Q) * mask for mask in MASKS]
    for gap in GAPS:
        P = expm(Q * gap)
        branches = [(b @ P) * mask for b in branches for mask in MASKS]
    return np.array([b.sum() for b in branches])


def neutral_density(rates, t):
    """Neutral dwell density from the matrix exponential."""
    Q = generator(rates)
    entry = Q[2, :2] / Q[2, :2].sum()
    return entry @ expm(Q[:2, :2] * t) @ Q[:2, 2]


def two_exponentials(m, slow, fast, t):
    w = (m - slow) / (fast - slow)
    return w * fast * np.exp(-fast * t) + (1 - w) * slow * np.exp(-slow * t)


# Three sets of rates with one and the same record
set_a = np.array([20.0, 10.0, 60.0, 30.0, 5.0, 5.0])
kappa, T, D, m, slow, fast = descriptors(set_a)
four = (kappa, T, D, m)
weight = (m - slow) / (fast - slow)
set_b = member(*four, 75.0, 2.0)


def balance_gap(x, y):
    k12, k21, k13, k31, k23, k32 = member(*four, x, y)
    return k12 * k23 * k31 - k21 * k32 * k13


set_c = member(*four, brentq(balance_gap, m, fast, args=(1.0,), xtol=1e-12), 1.0)
assert min(set_b) > 0 and min(set_c) > 0
assert abs(affinity(set_a)) < 1e-12 and abs(affinity(set_c)) < 1e-8
assert abs(affinity(set_b)) > 1
for y_try in np.linspace(0.02, 0.98, 25) * slow:
    assert balance_gap(m, y_try) > 0 > balance_gap(fast * (1 - 1e-9), y_try)

# Algebraic forms of T, D and m against the eigenvalues and stationary flux
k12, k21, k13, k31, k23, k32 = set_b
kap_b, T_b, D_b, m_b = descriptors(set_b)[:4]
assert np.isclose(T_b, k12 + k13 + k21 + k23)
assert np.isclose(D_b, k12 * k23 + k21 * k13 + k13 * k23)
assert np.isclose(m_b, (k31 * k13 + k32 * k23) / (k31 + k32))

# Every record probability agrees, while a changed rate is noticed
prob_a = record_probabilities(set_a)
assert abs(prob_a.sum() - 1) < 1e-12
record_gap = max(np.abs(record_probabilities(s) - prob_a).max()
                 for s in (set_b, set_c))
control = set_a.copy()
control[2] *= 1.1
control_gap = np.abs(record_probabilities(control) - prob_a).max()
assert record_gap < 1e-12 and control_gap > 1e-4

# The driven set still gives a record without an arrow of time
cube = record_probabilities(set_b).reshape((2,) * 7)
assert np.abs(cube - cube.transpose()).max() < 1e-12

# The re-mixing matrix that links set A to set B
S = np.eye(3)
S[:2, :2] = (np.array([[1, set_a[2]], [1, set_a[4]]])
             @ np.linalg.inv(np.array([[1, set_b[2]], [1, set_b[4]]])))
assert np.allclose(S.sum(axis=1), 1)
assert np.allclose(np.linalg.inv(S) @ generator(set_a) @ S, generator(set_b))

# Rank of the record's response to the logarithms of the six rates
step = 1e-3
columns = []
for j in range(6):
    def shifted(n):
        r = set_a.copy()
        r[j] *= np.exp(n * step)
        return record_probabilities(r)
    columns.append((8 * (shifted(1) - shifted(-1))
                    - (shifted(2) - shifted(-2))) / (12 * step))
jacobian = np.array(columns).T
singular = np.linalg.svd(jacobian, compute_uv=False)
rank_all = int(np.sum(singular > 1e-7 * singular[0]))
balanced_moves = null_space(np.array([[1.0, -1.0, -1.0, 1.0, 1.0, -1.0]]))
singular_bal = np.linalg.svd(jacobian @ balanced_moves, compute_uv=False)
rank_balanced = int(np.sum(singular_bal > 1e-7 * singular_bal[0]))
assert rank_all == 4 and rank_balanced == 4 and balanced_moves.shape[1] == 5

# Random rates: necessity of the rectangle and the detailed-balance condition
rng = np.random.default_rng(4)
negative_weights = 0
for _ in range(1500):
    r = 10 ** rng.uniform(0, 2, 6)
    _, _, _, m_r, slow_r, fast_r = descriptors(r)
    low, high = sorted((r[2], r[4]))
    tol = 1e-9 * fast_r
    assert max(slow_r, m_r) - tol < high < fast_r + tol
    assert 0 < low < min(slow_r, m_r) + tol
    negative_weights += m_r < slow_r
    r[5] = r[0] * r[4] * r[3] / (r[1] * r[2])
    _, _, _, m_r, slow_r, fast_r = descriptors(r)
    assert m_r > slow_r - 1e-9 * fast_r
assert negative_weights > 0

# Sufficiency of the rectangle, and the range of every rate over it
for _ in range(300):
    x_r = rng.uniform(max(slow, m), fast)
    y_r = rng.uniform(0, min(slow, m))
    r = member(*four, x_r, y_r)
    assert min(r) > 0 and np.allclose(descriptors(r)[:4], four)
grid = np.array([member(*four, x_g, y_g)
                 for x_g in np.linspace(m, fast, 121)
                 for y_g in np.linspace(0, slow, 121)])
lowest, highest = grid.min(axis=0), grid.max(axis=0)
assert np.allclose(lowest, [0, 0, m, kappa * weight, 0, 0], atol=1e-8)
assert np.allclose(highest, [fast - m, D / m, fast, kappa, slow,
                             kappa * (1 - weight)], atol=1e-8)

# Dwell densities, including a driven defect with a negative weight
driven = np.array([10.0, 40.0, 60.0, 1.0, 1.0, 34.0])
_, T_d, D_d, m_d, slow_d, fast_d = descriptors(driven)
weight_d = (m_d - slow_d) / (fast_d - slow_d)
assert weight_d < 0 and neutral_density(driven, 0.01) > neutral_density(driven, 0)
for t in (0.0, 0.003, 0.02, 0.1):
    assert np.isclose(neutral_density(set_b, t), two_exponentials(m, slow, fast, t))
    assert np.isclose(neutral_density(driven, t),
                      two_exponentials(m_d, slow_d, fast_d, t))

# Degenerate cases: the neutral dwell is one exponential
hidden = member(kappa, T, D, slow, 60.0, 5.0)
equal_exit = np.array([20.0, 10.0, 60.0, 30.0, 60.0, 5.0])
for t in (0.0, 0.01, 0.08):
    assert np.isclose(neutral_density(hidden, t), slow * np.exp(-slow * t))
    assert np.isclose(neutral_density(equal_exit, t), 60 * np.exp(-60 * t))

# Jump simulation of driven set B against the dwell law computed from set A
random.seed(11)
cycles_sim = 100000
k12, k21, k13, k31, k23, k32 = set_b.tolist()
hop, leave = (k12, k21), (k13, k23)
neutral, charged, state, dwell = [], [], 2, 0.0
while len(neutral) < cycles_sim:
    if state == 2:
        charged.append(random.expovariate(k31 + k32))
        state = 0 if random.random() * (k31 + k32) < k31 else 1
        dwell = 0.0
    else:
        total = hop[state] + leave[state]
        dwell += random.expovariate(total)
        if random.random() * total < leave[state]:
            neutral.append(dwell)
            state = 2
        else:
            state = 1 - state
neutral, charged = np.array(neutral), np.array(charged)
mean_neutral = (T - m) / D
second_moment = 2 * (T * (T - m) - D) / D**2
sd_neutral = np.sqrt(second_moment - mean_neutral**2)
limit = 4.5 / np.sqrt(cycles_sim)
assert abs(neutral.mean() - mean_neutral) < limit * sd_neutral
assert abs(neutral.std() / sd_neutral - 1) < 0.03  # heavy tail, finite sample
corr_neutral = np.corrcoef(neutral[:-1], neutral[1:])[0, 1]
corr_mixed = np.corrcoef(charged, neutral)[0, 1]
assert abs(corr_neutral) < limit and abs(corr_mixed) < limit


def survival(t):
    return weight * np.exp(-fast * t) + (1 - weight) * np.exp(-slow * t)


for t in (0.005, 0.02, 0.06, 0.15):
    s = survival(t)
    assert abs((neutral > t).mean() - s) < limit * np.sqrt(s * (1 - s))

# Cure: initial exit rates of dwells prepared in state 1 and in state 2
h = 1e-6
exits = []
for start in (0, 1):
    block = generator(set_a)[:2, :2]
    s0, s1, s2 = [expm(block * n * h)[start].sum() for n in range(3)]
    exits.append((3 * s0 - 4 * s1 + s2) / (2 * h))
recovered = member(*four, *exits)
assert np.allclose(recovered, set_a, rtol=1e-5)

# Size of what the model leaves out, for the example's own numbers
temperature = 300.0          # K
kT = k_boltzmann * temperature / charge * 1e3   # meV
sampling = 1e-4              # s
record_length = 1000.0       # s
noise = 0.10                 # rms noise per sample / current step
activation = 600.0           # meV, rough
drift_K, drift_mV = 0.1, 1.0
oxide_nm, depth_nm = 3.0, 1.5
dipole_e_nm = 0.01           # rough dipole difference of the neutral states
cycles = record_length / (mean_neutral + 1 / kappa)
mean_error = sd_neutral / mean_neutral / np.sqrt(cycles)
missed_neutral = 1 - survival(sampling)
missed_charged = 1 - np.exp(-kappa * sampling)
thermal = np.exp(activation / kT * drift_K / temperature) - 1
bias = np.exp(drift_mV * depth_nm / oxide_nm / kT) - 1
level_split = dipole_e_nm / (oxide_nm - depth_nm)
sojourn = 1 / (set_a[0] + set_a[2])
resolvable = noise / np.sqrt(sojourn / sampling)

names = ("k12", "k21", "k13", "k31", "k23", "k32")
print("Rates in 1/s, order:", " ".join(names))
for label, r in (("A", set_a), ("B", set_b), ("C", set_c)):
    occupation = stationary(generator(r))
    print(f"set {label}:", " ".join(f"{v:.3f}" for v in r))
    print(f"  occupations of 1, 2, 3: {occupation[0]:.4f} "
          f"{occupation[1]:.4f} {occupation[2]:.4f}")
    print(f"  affinity: {affinity(r) + 0.0:.3f}, times kT: "
          f"{affinity(r) * kT + 0.0:.1f} meV")
    if label != "B":
        print(f"  free energy of 2 minus 1: "
              f"{-kT * np.log(occupation[1] / occupation[0]):.1f} meV")
print(f"kappa = {kappa:.3f} 1/s, T = {T:.3f} 1/s")
print(f"D = {D:.2f} 1/s^2, m = {m:.3f} 1/s")
print(f"slow = {slow:.3f} 1/s, fast = {fast:.3f} 1/s")
print(f"weight of fast exponential = {weight:.4f}")
print(f"mean neutral dwell = {mean_neutral * 1e3:.2f} ms")
print(f"mean charged dwell = {1e3 / kappa:.2f} ms")
print("Allowed range of each rate, 1/s:")
for name, lo, hi in zip(names, lowest, highest):
    print(f"  {name}: {abs(lo):.3f} to {hi:.3f}")
print(f"largest record-probability gap, A to B or C: {record_gap:.0e}")
print(f"same gap when k13 of A rises by 10 %: {control_gap:.1e}")
print("singular values:", " ".join(f"{v:.1e}" for v in singular))
print(f"rank, six free rates: {rank_all}")
print(f"rank, five free rates under detailed balance: {rank_balanced}")
print(f"simulated cycles of set B: {cycles_sim}")
print(f"simulated mean neutral dwell: {neutral.mean() * 1e3:.2f} ms")
print(f"correlation of successive neutral dwells: {corr_neutral:.4f}")
print(f"correlation of charged and next neutral dwell: {corr_mixed:.4f}")
print("Driven contrast, rates in 1/s:", " ".join(f"{v:.0f}" for v in driven))
print(f"  m = {m_d:.3f} 1/s, slow = {slow_d:.3f} 1/s, weight = {weight_d:.3f}")
print("k13, k23 from prepared dwells, 1/s:", " ".join(f"{v:.3f}" for v in exits))
print("six recovered rates, 1/s:", " ".join(f"{v:.3f}" for v in recovered))
print(f"Neglected effects at {temperature:.0f} K, kT = {kT:.2f} meV:")
print(f"  dwells below {sampling * 1e3:.1f} ms: neutral "
      f"{missed_neutral * 100:.2f} %, charged {missed_charged * 100:.2f} %")
print(f"  cycles in {record_length:.0f} s: {cycles:.0f}; error of mean "
      f"neutral dwell: {mean_error * 100:.2f} %")
print(f"  rate change for {drift_K:.1f} K at {activation:.0f} meV: "
      f"{thermal * 100:.2f} %")
print(f"  rate change for {drift_mV:.0f} mV, trap {depth_nm:.1f} nm deep in "
      f"{oxide_nm:.1f} nm oxide: {bias * 100:.2f} %")
print(f"  level split from {dipole_e_nm:.2f} e nm dipole: "
      f"{level_split * 100:.2f} % of step")
print(f"  noise per sample {noise * 100:.0f} % of step; averaged over the "
      f"{sojourn * 1e3:.1f} ms stay in 1: {resolvable * 100:.2f} %")
print("every check passed")
```

Printed output:

```
Rates in 1/s, order: k12 k21 k13 k31 k23 k32
set A: 20.000 10.000 60.000 30.000 5.000 5.000
  occupations of 1, 2, 3: 0.2000 0.4000 0.4000
  affinity: 0.000, times kT: 0.0 meV
  free energy of 2 minus 1: -17.9 meV
set B: 6.849 11.151 75.000 24.041 2.000 10.959
  occupations of 1, 2, 3: 0.1753 0.4247 0.4000
  affinity: -3.326, times kT: -86.0 meV
set C: 23.288 17.279 53.433 34.139 1.000 0.861
  occupations of 1, 2, 3: 0.2556 0.3444 0.4000
  affinity: -0.000, times kT: -0.0 meV
  free energy of 2 minus 1: -7.7 meV
kappa = 35.000 1/s, T = 95.000 1/s
D = 1000.00 1/s^2, m = 52.143 1/s
slow = 12.056 1/s, fast = 82.944 1/s
weight of fast exponential = 0.5655
mean neutral dwell = 42.86 ms
mean charged dwell = 28.57 ms
Allowed range of each rate, 1/s:
  k12: 0.000 to 30.801
  k21: 0.000 to 19.178
  k13: 52.143 to 82.944
  k31: 19.792 to 35.000
  k23: 0.000 to 12.056
  k32: 0.000 to 15.208
largest record-probability gap, A to B or C: 2e-16
same gap when k13 of A rises by 10 %: 1.3e-02
singular values: 2.9e-01 9.8e-02 2.7e-02 6.3e-03 3.6e-14 3.0e-14
rank, six free rates: 4
rank, five free rates under detailed balance: 4
simulated cycles of set B: 100000
simulated mean neutral dwell: 42.83 ms
correlation of successive neutral dwells: 0.0008
correlation of charged and next neutral dwell: -0.0078
Driven contrast, rates in 1/s: 10 40 60 1 1 34
  m = 2.686 1/s, slow = 30.797 1/s, weight = -0.569
k13, k23 from prepared dwells, 1/s: 60.000 5.000
six recovered rates, 1/s: 20.000 10.000 60.000 30.000 5.000 5.000
Neglected effects at 300 K, kT = 25.85 meV:
  dwells below 0.1 ms: neutral 0.52 %, charged 0.35 %
  cycles in 1000 s: 14000; error of mean neutral dwell: 1.29 %
  rate change for 0.1 K at 600 meV: 0.78 %
  rate change for 1 mV, trap 1.5 nm deep in 3.0 nm oxide: 1.95 %
  level split from 0.01 e nm dipole: 0.67 % of step
  noise per sample 10 % of step; averaged over the 12.5 ms stay in 1: 0.89 %
every check passed
```
